# Residual Resistivity of Dilute Impurities from Neighbouring Phase Shifts

## The decision: a scattering rate, or signed phase shifts?

An impurity calculation for a dilute alloy ends with phase shifts at the Fermi energy. To turn them into a resistivity, one has to decide what to carry forward. The total scattering rate needs only $\sin^2\delta_l$ for each angular momentum $l$, so the relative signs of the shifts can be discarded. If the resistivity depends on interference between partial waves, those signs must be kept, and the cut-off in $l$ must be judged by its effect on the interference.

For the model impurity worked out below, using the total rate would give a resistivity about twice too large. I start with a single partial wave, where the two choices agree, and then add waves.

The host is a free-electron metal with electron density $n$, mass $m$, Fermi wavenumber $k_F$ and Fermi velocity $v_F=\hbar k_F/m$. It contains $n_i$ identical, static, spherical impurities per unit volume at random positions. The temperature tends to zero. Scattering is elastic, does not flip spin and is the same for both spins. Units are Gaussian, and the electron charge is $-e$ with $e>0$.

## Entry 1: one partial wave

Outside the range of the impurity potential, each radial function is a combination of spherical Bessel functions,

$$
R_l(r)\propto \cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr)
\;\longrightarrow\;\frac{\sin(kr-l\pi/2+\delta_l)}{kr}.
$$

The limit uses $j_l\to\sin(kr-l\pi/2)/kr$ and $y_l\to-\cos(kr-l\pi/2)/kr$. With this convention a weak attraction gives positive $\delta_l$. Changing $\delta_l$ by $\pi$ only reverses the overall sign of $R_l$, so it has no effect on scattering.

The scattering state must consist of a plane wave plus outgoing waves:

$$
\psi\to e^{ikz}+f(\theta)\frac{e^{ikr}}{r},\qquad
e^{ikz}=\sum_l i^l(2l+1)j_l(kr)P_l(\cos\theta).
$$

Let $A_l$ multiply the $l$ term of $\psi$ relative to the plane wave. The incoming part of $\sin(kr-l\pi/2+\delta_l)$ carries a factor $e^{-i\delta_l}$. It must match the incoming part of the plane wave, so $A_l=e^{i\delta_l}$. The outgoing part then carries $e^{2i\delta_l}$ where the plane wave has 1. Subtracting, and using $i^le^{-il\pi/2}=1$, gives

$$
f(\theta)=\frac1k\sum_l(2l+1)\,t_l\,P_l(\cos\theta),\qquad
t_l=\frac{e^{2i\delta_l}-1}{2i}=e^{i\delta_l}\sin\delta_l .
$$

If $\delta_0$ is the only nonzero shift, $|f|^2=\sin^2\delta_0/k^2$ is independent of angle and

$$
\sigma_{\rm tot}=\frac{4\pi}{k^2}\sin^2\delta_0 .
$$

An electron scattered isotropically has no average memory of its direction. Each collision therefore removes, on average, its whole forward momentum, and the momentum relaxation rate is $n_iv_F\sigma_{\rm tot}$. The Drude formula $\rho=m/(ne^2\tau)$ then suggests

$$
\rho_s=\frac{m\,n_iv_F\sigma_{\rm tot}}{ne^2}
=\frac{4\pi\hbar n_i}{ne^2k_F}\sin^2\delta_0 .
$$

Two limits are sensible: $\rho_s$ vanishes with the shift, and it is largest at $\delta_0=\pi/2$. What remains is to justify the Drude step and to find what replaces $\sigma_{\rm tot}$ when scattering depends on angle.

## Entry 2: the current for any angular dependence

Let $F(\mathbf k)$ be the occupation and $F_0(\varepsilon)$ its equilibrium value. For a uniform field $E$ along $z$, the steady Boltzmann equation to first order in $E$ is

$$
-\frac{eE}{\hbar}\frac{\partial F_0}{\partial k_z}
=-eE\,v_z\frac{\partial F_0}{\partial\varepsilon}
=n_iv\int|f(\gamma)|^2\,[F(\mathbf k')-F(\mathbf k)]\,d\Omega' .
$$

Here $\gamma$ is the angle between $\mathbf k$ and $\mathbf k'$, which have equal length. The rate $n_iv|f|^2d\Omega'$ is impurity density times speed times differential cross-section. Adding rates in this way neglects interference between different impurities. The exclusion factors cancel because the forward and reverse rates are equal: $F'(1-F)-F(1-F')=F'-F$.

Write the deviation from equilibrium as

$$
F-F_0=\left(-\frac{\partial F_0}{\partial\varepsilon}\right)(-eE)\,\Lambda(\mathbf k).
$$

The equilibrium part drops out of the collision integral, since it depends on energy alone. Cancelling common factors, with $v_z=v_F\cos\theta$ at the Fermi surface, leaves

$$
n_iv_F\int|f(\gamma)|^2[\Lambda(\mathbf k)-\Lambda(\mathbf k')]\,d\Omega'=v_F\cos\theta .
$$

Try $\Lambda=C\cos\theta$. With $\varphi$ the azimuth of $\mathbf k'$ about $\mathbf k$,

$$
\cos\theta'=\cos\theta\cos\gamma+\sin\theta\sin\gamma\cos\varphi .
$$

The last term integrates to zero over $\varphi$, because $|f|^2$ depends on $\gamma$ alone. The equation becomes $n_iC\sigma_{\rm tr}\cos\theta=\cos\theta$, so

$$
\Lambda=\frac{\cos\theta}{n_i\sigma_{\rm tr}},\qquad
\sigma_{\rm tr}=\int(1-\cos\gamma)|f(\gamma)|^2\,d\Omega .
$$

An added constant in $\Lambda$ would change the number of electrons and carry no current; it is set to zero. The relaxation time is thus a result for this isotropic model, with $1/\tau=n_iv_F\sigma_{\rm tr}$.

The density of states for both spins is $N=mk_F/(\pi^2\hbar^2)$. In the current, the charge $-e$ multiplies the $-eE$ of the deviation, so the sign is positive:

$$
j=e^2E\,N\,\langle v_F\cos\theta\,\Lambda\rangle
=\frac{e^2E\,N v_F}{3n_i\sigma_{\rm tr}} .
$$

The factor $1/3$ is the angular average of $\cos^2\theta$. Inserting $N$, $v_F$ and $k_F^3=3\pi^2n$ gives

$$
\frac jE=\frac{e^2k_F^2}{3\pi^2\hbar\,n_i\sigma_{\rm tr}}
=\frac{ne^2}{\hbar k_Fn_i\sigma_{\rm tr}},\qquad
\boxed{\rho=\frac{\hbar k_Fn_i}{ne^2}\,\sigma_{\rm tr}} .
$$

For isotropic $|f|^2$ the cosine term integrates to zero, so $\sigma_{\rm tr}=\sigma_{\rm tot}$ and Entry 1 is recovered. As a numerical test, the collision equation was solved on a grid of directions for the impurity treated below, without assuming $\Lambda\propto\cos\theta$. The resistivity agreed with the formula in all digits printed, $0.7618\ \mu\Omega\,$cm.

## Entry 3: add the p wave

Let $x=\cos\gamma$. With two waves,

$$
k^2|f|^2=|t_0|^2+6x\,\mathrm{Re}(t_0^*t_1)+9x^2|t_1|^2 .
$$

The solid-angle integrals of $1$, $x$, $x^2$ and $x^3$ are $4\pi$, $0$, $4\pi/3$ and $0$. Hence

$$
\int|f|^2d\Omega=\frac{4\pi}{k^2}(|t_0|^2+3|t_1|^2),\qquad
\int x|f|^2d\Omega=\frac{8\pi}{k^2}\mathrm{Re}(t_0^*t_1).
$$

The total cross-section contains no interference; the average of $x$ consists of nothing else. Subtracting and completing a square,

$$
\sigma_{\rm tr}=\frac{4\pi}{k^2}
\left(|t_0|^2+3|t_1|^2-2\mathrm{Re}\,t_0^*t_1\right)
=\frac{4\pi}{k^2}\left(|t_0-t_1|^2+2|t_1|^2\right).
$$

The difference of two $t$ factors simplifies because the $-1$ in each cancels:

$$
t_a-t_b=\frac{e^{2i\delta_a}-e^{2i\delta_b}}{2i}
=e^{i(\delta_a+\delta_b)}\sin(\delta_a-\delta_b).
$$

Therefore

$$
\sigma_{\rm tr}=\frac{4\pi}{k^2}
\left[\sin^2(\delta_0-\delta_1)+2\sin^2\delta_1\right].
$$

Two choices of $\delta_1$ show what the relative sign does.

- **Equal shifts**, $\delta_1=\delta_0=\delta$. The bracket is $2\sin^2\delta$, while the total cross-section has $4\sin^2\delta$. The ratio $\sigma_{\rm tr}/\sigma_{\rm tot}$ is $1/2$. The waves add in the forward direction, where deflection costs little momentum.
- **Opposite shifts**, $\delta_1=-\delta_0=-\delta$. The bracket is $\sin^2 2\delta+2\sin^2\delta$, and division by $4\sin^2\delta$ gives $\sigma_{\rm tr}/\sigma_{\rm tot}=\cos^2\delta+\tfrac12$. For small $\delta$ this is close to $3/2$: backscattering removes more than the initial forward momentum.

Both cases have the same $\sin^2\delta_l$, hence the same total rate, but for small $\delta$ their resistivities differ by nearly a factor of three. This settles the opening decision: the relative signs have to be kept.

## Entry 4: all partial waves

For the general sum, Legendre orthogonality gives

$$
\int_{-1}^{1}P_lP_{l'}\,dx=\frac{2\,\delta_{ll'}}{2l+1},\qquad
\sigma_{\rm tot}=\frac{4\pi}{k^2}\sum_l(2l+1)|t_l|^2 ,
$$

where $\delta_{ll'}$ is the Kronecker symbol. For the cosine-weighted integral, use the recursion

$$
(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}.
$$

It shows that $x$ connects $P_l$ to its two neighbours and to no other wave. The required integral is

$$
\int_{-1}^{1}xP_lP_{l+1}\,dx
=\frac{l+1}{2l+1}\,\frac{2}{2l+3}.
$$

In $|f|^2$ each neighbouring pair appears twice, as a term and its complex conjugate, with weight $(2l+1)(2l+3)$. This weight cancels both denominators. Including $2\pi$ from the azimuth,

$$
\int x|f|^2d\Omega=\frac{8\pi}{k^2}\sum_l(l+1)\mathrm{Re}(t_l^*t_{l+1}).
$$

Now split the weight in the total cross-section as $2l+1=(l+1)+l$. The second part has no $l=0$ term, so its index can be shifted:

$$
\sum_{l\ge0}l\,|t_l|^2=\sum_{l\ge0}(l+1)|t_{l+1}|^2 .
$$

All terms now carry the same factor $l+1$:

$$
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)
\left[|t_l|^2+|t_{l+1}|^2-2\mathrm{Re}(t_l^*t_{l+1})\right].
$$

The bracket is $|t_l-t_{l+1}|^2$, which Entry 3 reduced to $\sin^2(\delta_l-\delta_{l+1})$. Setting $k=k_F$ and inserting the result in the resistivity gives

$$
\boxed{\rho=\frac{4\pi\hbar n_i}{ne^2k_F}
\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1})}.
$$

The regrouping is justified if $\sum_l(2l+1)\sin^2\delta_l$ converges. A screened impurity of finite range satisfies this. A bare Coulomb tail does not fit the starting asymptotic form and is excluded.

**Check on a lone wave.** If only $\delta_L$ is nonzero, it enters the terms $l=L-1$ and $l=L$, with weights $L$ and $L+1$. Their sum is $(2L+1)\sin^2\delta_L$, so $\sigma_{\rm tr}=\sigma_{\rm tot}$. A lone p or d wave is not isotropic, but its intensity is equal at $x$ and $-x$, so the average cosine vanishes.

**Check on large shifts.** Nothing above assumed weak scattering. Angular integration of $|f|^2$ for random sets of seven shifts between $-3$ and $3$ rad reproduced the neighbour formula to a relative tolerance of $10^{-10}$.

**Cutting the sum.** If waves above $L$ are dropped, the last term becomes $(L+1)\sin^2\delta_L$, because the next shift has been set to zero. A small neglected $\delta_{L+1}$ changes this term at first order, through its product with $\delta_L$. In the total cross-section the same neglected shift enters at second order. The resistivity can therefore need a higher cut-off than the total rate.

## Entry 5: the weak-potential limit

For a weak potential $V(r)$, the first Born amplitude is

$$
f_B=-\frac{2m}{\hbar^2}\int_0^\infty V(r)\frac{\sin Qr}{Qr}r^2dr,
\qquad Q=2k\sin(\gamma/2).
$$

The addition theorem for spherical Bessel functions,

$$
\frac{\sin Qr}{Qr}=\sum_l(2l+1)j_l^2(kr)P_l(\cos\gamma),
$$

allows comparison with $f\simeq k^{-1}\sum_l(2l+1)\delta_lP_l$, valid for small shifts. Term by term,

$$
\delta_l\simeq-\frac{2mk}{\hbar^2}\int_0^\infty V(r)\,j_l^2(kr)\,r^2dr .
$$

An attraction, $V<0$, gives positive shifts, as the convention requires. To leading order the resistivity sum becomes $\sum_l(l+1)(\delta_l-\delta_{l+1})^2$, so $\rho$ is quadratic in the strength of the potential.

The same expression gives a second limit. If the potential has range $a$ and $ka\ll1$, then $j_l(kr)\propto(kr)^l$ and $\delta_l\propto k^{2l+1}$. Provided $\int_0^\infty V r^2dr\neq0$, as for a potential of one sign, the ratio $\delta_1/\delta_0$ falls as $(ka)^2$, and scattering returns to the isotropic case of Entry 1. If that integral vanishes, the leading term of $\delta_0$ drops out. In Born order $\delta_0$ and $\delta_1$ are then both proportional to $k^3$, with $\delta_1/\delta_0\to-1/3$, and the scattering stays anisotropic.

For the well used below with its depth reduced by a factor of $10^5$, the phase-shift formula and the direct Born integral differ by about one part in $10^6$. The quantity compared is the transport cross-section, so this tests its absolute size, including the prefactor, but does not compare the two amplitudes angle by angle.

## Entry 6: the same cross-section from a force

The derivation used the wave far from the impurity. Momentum balance gives a check from the wave at the impurity. For an incident wave of unit amplitude the flux is $v_F$. Each scattered electron loses forward momentum $\hbar k_F(1-\cos\gamma)$, so the impurity receives momentum at the rate $\hbar k_Fv_F\sigma_{\rm tr}$. The force on the electron is $-\partial V/\partial z$, and the impurity feels the opposite force:

$$
\hbar k_Fv_F\sigma_{\rm tr}=\int|\psi|^2\frac{\partial V}{\partial z}\,d^3r .
$$

For a square well with $V=-V_0$ inside radius $a$ and zero outside, the potential rises by $V_0$ at the surface. Thus $\partial V/\partial z=V_0\cos\theta\,\delta(r-a)$, where this $\delta$ is the Dirac function, and

$$
\sigma_{\rm tr}=\frac{V_0a^2}{\hbar k_Fv_F}\int|\psi(a,\theta)|^2\cos\theta\,d\Omega .
$$

Since $\sigma_{\rm tr}$ is positive when there is scattering, the electron density on the surface of an attractive well must be weighted towards the downstream side. That excess pulls the impurity along with the electron stream.

## Entry 7: numbers for a model alloy

I take round parameters for a model metal: $n=6\times10^{22}\ \mathrm{cm^{-3}}$, one conduction electron per host atom, and $n_i/n=0.01$. Each impurity is a square well of radius $1.5$ Å and depth $3$ eV. The depth is prescribed and has not been adjusted to self-consistent screening, so these numbers illustrate the formula and do not predict the resistivity of a real alloy.

The Fermi wavenumber is $1.211\times10^8\ \mathrm{cm^{-1}}$, which gives $k_Fa=1.82$. Several waves can therefore matter. The first three shifts are

$$
\delta_0=0.5421,\qquad \delta_1=0.1867,\qquad \delta_2=0.0173\ \mathrm{rad}.
$$

Direct integration of the radial equation confirmed the shifts for $l=0$ to $3$. The leading contributions to the resistivity sum are

$$
\sin^2(0.5421-0.1867)=0.1211,
$$
$$
2\sin^2(0.1867-0.0173)=0.0569 .
$$

The $l=2$ term adds $0.0008$, and the full sum is $0.1787$. These values come from the unrounded shifts, so the last digit can differ by one from arithmetic on the rounded numbers. The transport cross-section is then

$$
\sigma_{\rm tr}=\frac{4\pi}{k_F^2}(0.1787)=1.53\ \text{Å}^2 .
$$

The surface force gives the same value, $1.5311$ Å$^2$, in all digits printed. The total cross-section is $3.18$ Å$^2$, so the ratio is $0.48$ and the average scattering cosine is $1-0.48=0.52$. The positive, decreasing shifts produce mainly forward scattering here.

With the values of $\hbar$ and $e$ inserted, the residual resistivity is

$$
\rho=8.48\times10^{-19}\ \mathrm{s}=0.76\ \mu\Omega\,\mathrm{cm}.
$$

Using the total cross-section instead would give $0.76\times3.18/1.53=1.58\ \mu\Omega\,$cm. The Born approximation gives $0.85\ \mu\Omega\,$cm, about 11% above the phase-shift result for this well.

The cut-off also matters. Keeping the s wave alone gives a sum of $\sin^2(0.5421)=0.266$, about 49% too large relative to the full sum. Adding the p wave gives

$$
0.1211+2\sin^2(0.1867)=0.190,
$$

still about 6% too large. The d shift is small, but its interference with the p wave lowers the resistivity. In this example, adding scattering channels reduces $\rho$ while increasing the total scattering rate.

## Entry 8: where the formula stops applying

The relaxation time is $7.8\times10^{-14}$ s and the transport mean free path is $\ell=v_F\tau=1.09\times10^3$ Å, so $k_F\ell$ is about $1300$. The mean distance between collisions, $1/(n_i\sigma_{\rm tot})$, is shorter, about $520$ Å. Its product with $k_F$ is still about $630$, far above 1, so the condition for treating electrons as particles between collisions is well met. At higher concentration, or with clustered impurities, interference between scatterers can invalidate the simple proportionality to $n_i$.

The Boltzmann equation above has no spatial gradient. It describes bulk metal. In an interconnect whose width is comparable with $\ell$ or smaller, scattering at surfaces must enter through boundary conditions, and grain boundaries require further collision terms.

A non-spherical Fermi surface removes the symmetry that made $\cos\theta$ a solution. The collision equation must then be solved with the actual velocities and transition rates. At finite temperature, phonons add scattering that is absent here.

If the two spins have different shifts but equal densities and no spin flip, their conductivities add. Each carries half the electrons, so $\sigma_{\rm tr}$ in the resistivity is replaced by

$$
\frac{2}{1/\sigma_{\rm tr}^{\uparrow}+1/\sigma_{\rm tr}^{\downarrow}} .
$$

This harmonic mean returns the original formula when the spins scatter equally. When they do not, the spin with the smaller transport cross-section carries more of the current. The neighbour differences must then be evaluated within each spin channel before the two are combined.

The full set of computed values is in the numerical output that follows.

## Calculated quantities

```
electron density n = 6.000e+22 cm^-3
impurity density n_i = 6.000e+20 cm^-3
ratio n_i/n = 0.010
well radius = 1.50 angstrom
well depth = 3.00 eV
Fermi wavenumber k_F = 1.2111e+08 cm^-1
Fermi velocity v_F = 1.4021e+08 cm/s
Fermi energy = 5.5886 eV
k_F times well radius = 1.8167 (dimensionless)
phase shift l=0: 0.542091 rad
phase shift l=1: 0.186733 rad
phase shift l=2: 0.017316 rad
phase shift l=3: 0.000913 rad
phase shift l=4: 0.000031 rad
neighbour term l=0: 0.121053 (dimensionless)
neighbour term l=1: 0.056857 (dimensionless)
neighbour term l=2: 0.000807 (dimensionless)
neighbour term l=3: 0.000003 (dimensionless)
sum of all neighbour terms = 0.178720 (dimensionless)
total cross-section = 3.1791 angstrom^2
transport cross-section = 1.5311 angstrom^2
same from surface force = 1.5311 angstrom^2
transport/total ratio = 0.4816 (dimensionless)
relaxation time = 7.7637e-14 s
mean free path = 1088.55 angstrom
k_F times mean free path = 1318.4 (dimensionless)
residual resistivity = 8.4763e-19 s (Gaussian)
residual resistivity = 0.7618 microohm cm
from Boltzmann grid = 0.7618 microohm cm
if total replaced transport = 1.5818 microohm cm
Born approximation = 0.8470 microohm cm
```
